# Heat-capacity jump of a quartic ferroelectric at fixed field and fixed polarization

## Definitions and conventions

Consider a ferroelectric whose polarization $P$ lies along one axis. Let $E$ be the macroscopic electric field inside the material along that axis, and $T$ the temperature. The stress is held constant throughout, and all energies, entropies and heat capacities are per unit volume. The algebra uses atomic units, with temperature kept as a separate variable.

For a uniform state, the free energy density $f(P,T)$ obeys

$$df=-s\,dT+E\,dP, \qquad s=-\left(\frac{\partial f}{\partial T}\right)_P,\qquad E=\left(\frac{\partial f}{\partial P}\right)_T .$$

The two heat capacities are the reversible heat per kelvin under two different constraints:

$$c_P=T\left(\frac{\partial s}{\partial T}\right)_P,\qquad c_E=T\left(\frac{\partial s}{\partial T}\right)_E .$$

Subscripts on $f$ denote partial derivatives, so $f_{PT}=\partial^2 f/\partial P\,\partial T$. The susceptibility is $\chi=(\partial P/\partial E)_T=1/f_{PP}$, and a locally stable state has $f_{PP}>0$.

The quartic model is

$$f(P,T)=f_0(T)+\tfrac12 a_0(T-T_0)P^2+\tfrac14 bP^4,\qquad a_0>0,\; b>0, \tag{1}$$

with $a_0$ and $b$ independent of temperature and $f_0$ smooth. Write $a=a_0(T-T_0)$. Above $T_0$ at $P=0$ the susceptibility is $\chi=1/a$. The Curie–Weiss law $4\pi\chi=C/(T-T_0)$ then identifies $a_0=4\pi/C$, where $C$ is the Curie constant.

"Zero field" means $E=0$ inside the material, as between short-circuited electrodes. "Fixed polarization" means that the material stays uniform and its $P$ does not change. The second condition matters, as Proposition 2 shows.

## Theorem

**Theorem.** In the model (1), for uniform states:

1. At every fixed $P$, $c_P(T)=-Tf_0''(T)$. This function is continuous at $T_0$.
2. On the stable zero-field branch,
$$c_E-c_P=\begin{cases}\dfrac{Ta_0^2}{2b}, & T<T_0,\\[2mm] 0, & T>T_0.\end{cases} \tag{2}$$
3. The jump of $c_E$, defined as its limit from below $T_0$ minus its limit from above, is
$$\Delta c_E=\frac{T_0a_0^2}{2b}, \tag{3}$$
and all of it is the jump of $c_E-c_P$.

The theorem is a mean-field statement: $f$ contains no contribution from fluctuations of $P$ that becomes singular at $T_0$.

## Two lemmas

**Lemma 1 (difference of heat capacities).** For any smooth $f(P,T)$, at a state with $f_{PP}>0$,

$$c_E-c_P=T\chi f_{PT}^2=T\chi\left(\frac{\partial E}{\partial T}\right)_P^2\ge 0. \tag{4}$$

*Proof.* Regard $s$ as a function of $P$ and $T$, and let $P$ follow the temperature at fixed $E$. The chain rule gives

$$\left(\frac{\partial s}{\partial T}\right)_E=\left(\frac{\partial s}{\partial T}\right)_P+\left(\frac{\partial s}{\partial P}\right)_T\left(\frac{\partial P}{\partial T}\right)_E .$$

Since $s=-f_T$, the middle factor is $(\partial s/\partial P)_T=-f_{PT}$. To find the last factor, differentiate $E=f_P(P,T)$ with respect to $T$ at fixed $E$:

$$0=f_{PT}+f_{PP}\left(\frac{\partial P}{\partial T}\right)_E
\quad\Longrightarrow\quad
\left(\frac{\partial P}{\partial T}\right)_E=-\chi f_{PT}.$$

The two minus signs cancel in the product. Multiplication by $T$ gives (4), and $f_{PT}=(\partial E/\partial T)_P$ because $E=f_P$. $\square$

**Lemma 2 (zero-field branch).** In the model (1) at $E=0$, the stable state is $P=0$ for $T>T_0$. For $T<T_0$ the stable states are $P=\pm P_s$, with

$$P_s^2=\frac{a_0(T_0-T)}{b},\qquad \chi=\frac{1}{2a_0(T_0-T)}. \tag{5}$$

*Proof.* The equation of state is

$$E=f_P=aP+bP^3=P(a+bP^2). \tag{6}$$

For $T>T_0$ the bracket is positive, so $E=0$ forces $P=0$, where $f_{PP}=a>0$. For $T<T_0$ we have $a<0$. The root $P=0$ is then a maximum of $f$, while the other roots satisfy $P^2=-a/b$. At these,

$$f_{PP}=a+3bP^2=a-3a=-2a=2a_0(T_0-T)>0,$$

so they are minima, of equal energy because $f$ is even in $P$. $\square$

## Proof of the theorem

Differentiating (1) at fixed $P$ gives the entropy

$$s=-f_0'(T)-\tfrac12a_0P^2. \tag{7}$$

The second term is the entropy lost by ordering. It contains no explicit temperature, because the quadratic coefficient is linear in $T$ and $b$ is constant. Hence $(\partial s/\partial T)_P=-f_0''$, which proves part 1. The result does not depend on $P$, so it is the same whether $P$ is kept at one value across $T_0$ or $c_P$ is evaluated at the equilibrium $P$ of each temperature.

For part 2, $f_{PT}=a_0P$, and Lemma 1 becomes

$$c_E-c_P=Ta_0^2P^2\chi. \tag{8}$$

Above $T_0$, $P=0$ and the difference vanishes. Below $T_0$, insert (5):

$$c_E-c_P=Ta_0^2\,\frac{a_0(T_0-T)}{b}\,\frac{1}{2a_0(T_0-T)}=\frac{Ta_0^2}{2b}.$$

The squared polarization goes to zero linearly and the susceptibility diverges as the inverse of the same temperature distance, so their product stays finite. Letting $T$ approach $T_0$ from each side gives (3). Since $c_P$ has equal limits on the two sides, it contributes nothing to the jump. $\square$

**Remark 1 (where the heat goes).** In the form $c_E-c_P=-Ta_0P(\partial P/\partial T)_E$, the difference is the heat needed to supply the ordering entropy released as $P$ shrinks on warming. Holding $P$ fixed removes this channel. On the zero-field branch, (5) and (7) give the ordering entropy $-a_0^2(T_0-T)/(2b)$ below $T_0$ and zero above. It is continuous, so there is no latent heat, but its slope changes at $T_0$.

**Remark 2 (a second route to the jump).** At $E=0$ the equilibrium energy $g(T)$ is the minimum of $f$ over $P$. Below $T_0$, substitution of $P_s^2=-a/b$ gives

$$g=f_0+\frac a2\left(-\frac ab\right)+\frac b4\,\frac{a^2}{b^2}=f_0-\frac{a^2}{4b}=f_0-\frac{a_0^2(T-T_0)^2}{4b}.$$

Because $f_P=0$ at the minimum, $dg/dT=f_T=-s$, and so $c_E=-Tg''=-Tf_0''+Ta_0^2/(2b)$. Above $T_0$, $g=f_0$. This reproduces (3) without using the susceptibility.

## How much depends on the linear coefficient

**Proposition 1.** Let

$$f=f_0(T)+\tfrac12\alpha(T)P^2+\tfrac14\beta(T)P^4+\tfrac16\gamma(T)P^6,$$

with smooth coefficients, $\alpha(T_0)=0$, $\alpha'(T_0)=a_0>0$, $\beta(T_0)=b>0$ and $\gamma\ge0$. Near $T_0$ on the stable zero-field branch, $c_P$ is continuous and $c_E$ has the jump (3).

*Proof.* Two temperature derivatives at fixed $P$ give

$$c_P=-Tf_0''-T\left(\tfrac12\alpha''P^2+\tfrac14\beta''P^4+\tfrac16\gamma''P^6\right). \tag{9}$$

Now $c_P$ depends on $P$. Above $T_0$ the stable state has $P=0$. Below $T_0$ it satisfies $\alpha+\beta P^2+\gamma P^4=0$, which requires $P^2\le-\alpha/\beta$, so $P\to0$ at $T_0$. The bracket in (9) vanishes there and $c_P$ is continuous.

For the difference below $T_0$, eliminate $\alpha=-\beta P^2-\gamma P^4$ from the curvature:

$$f_{PP}=\alpha+3\beta P^2+5\gamma P^4=2\beta P^2+4\gamma P^4 .$$

Also $f_{PT}=P(\alpha'+\beta'P^2+\gamma'P^4)$. In (4) a factor $P^2$ cancels:

$$c_E-c_P=\frac{T(\alpha'+\beta'P^2+\gamma'P^4)^2}{2(\beta+2\gamma P^2)}\;\longrightarrow\;\frac{T_0a_0^2}{2b}\qquad(T\to T_0^-). \tag{10}$$

Above $T_0$, $f_{PT}=0$ and the difference is zero. $\square$

Linearity of the quadratic coefficient, with constant higher coefficients, therefore makes $c_P$ independent of $P$ at all temperatures. Continuity at $T_0$ needs less: smooth coefficients and a polarization that vanishes continuously.

**Remark 3 (the tricritical limit).** Keep $\alpha=a$ linear and $\gamma>0$ constant, but set $\beta=0$. Then $P^2=\sqrt{-a/\gamma}$ below $T_0$, and the expression in (10) becomes

$$c_E-c_P=\frac{Ta_0^2}{4\gamma P^2}=\frac{Ta_0^2}{4\sqrt{\gamma a_0(T_0-T)}} .$$

The finite step has become a divergence, still carried by $c_E-c_P$, while $c_P=-Tf_0''$ remains smooth. If instead the transition is discontinuous, $P$ drops from a finite value $P_1$ to zero at the transition temperature $T_1$. With $\alpha$ linear and the other coefficients constant, (7) still holds and gives a latent heat $T_1a_0P_1^2/2$, which lies outside the theorem.

## Domains: a fixed mean polarization is a different constraint

**Proposition 2.** In the model (1), let only the volume average $\bar P$ be fixed, and let the material divide into domains whose wall energy and stray fields are negligible. If $|\bar P|<P_s(T)$, the equilibrium heat capacity at fixed $\bar P$ is $-Tf_0''+Ta_0^2/(2b)$.

*Proof.* Below $T_0$, completing the square with $a=-bP_s^2$ gives

$$f-f_0=\tfrac b4\left(P^2-P_s^2\right)^2-\tfrac b4P_s^4 .$$

No mixture of domains can have an average below $-bP_s^4/4$. That value is reached when each domain has $P=\pm P_s$. The volume fraction $w$ of positive domains then follows from $(2w-1)P_s=\bar P$, which has a solution between 0 and 1. The energy is $f_0-a_0^2(T-T_0)^2/(4b)$, independent of $\bar P$, and $-T$ times its second temperature derivative is the stated result. $\square$

For $\bar P=0$ this heat capacity drops by the full amount (3) on warming through $T_0$. For $\bar P\ne0$ the drop occurs below $T_0$, at the temperature $T_*$ where $P_s(T_*)=|\bar P|$; above $T_*$ the uniform state applies. The drop is then $T_*a_0^2/(2b)$.

The question of fixed polarization thus has two answers, and the continuous one belongs to the uniform state. If $P$ is frozen at its equilibrium value and the sample is cooled, $P$ becomes smaller than $P_s$. Its curvature is $f_{PP}=a+3bP^2=b(3P^2-P_s^2)$, so the uniform state is metastable while $|P|>P_s/\sqrt3$. If $P$ was frozen at the temperature $T_{\rm f}$, local instability sets in below $3T_{\rm f}-2T_0$. This temperature is positive only for $T_{\rm f}>2T_0/3$; a polarization frozen at a lower temperature stays metastable all the way down in this model. Part 1 of the theorem applies as long as domains do not form. Holding $P$ requires the internal field (6). With the parameters of the example below and $T_{\rm f}=400$ K, this is 0.17 MV/cm at 451 K, and an opposing 0.33 MV/cm at the instability point, 300 K. Real crystals usually nucleate reversed domains at much smaller opposing fields, so the limit of metastability is an upper bound of the model.

## The step in a finite field

Take $E>0$. Equation (6) requires $a+bP^2=E/P$. For $P>0$ the left side rises with $P$ and the right side falls, so there is one positive root, and there $f_{PP}=a+3bP^2>E/P>0$. A negative $P$ cannot have lower $f-EP$, because reversing its sign leaves $f$ unchanged and lowers $-EP$.

With $y=a/(bP^2)$, equation (8) becomes

$$c_E-c_P=\frac{Ta_0^2P^2}{a+3bP^2}=\frac{Ta_0^2}{b}\,\frac{1}{3+y}. \tag{11}$$

Deep in the ordered phase $y\to-1$, which recovers $Ta_0^2/(2b)$. At $T_0$, $a=0$ and $y=0$, so the difference is $T_0a_0^2/(3b)$: two thirds of the zero-field jump for any nonzero field in this model. The factor $1/(3+y)$ has fallen from $1/2$ to half that value when $y=1$. Then $a=bP^2$ and $E=2bP^3$, hence

$$T_{1/2}-T_0=\frac{bP^2}{a_0}=\frac{b^{1/3}(E/2)^{2/3}}{a_0}. \tag{12}$$

The field replaces the discontinuity by a smooth decrease whose width grows as $E^{2/3}$. The anomaly still resides in $c_E-c_P$, since $c_P$ has not changed.

## A numerical example

The parameters are rough values in the regime of lead germanate: $T_0=450$ K, $C=10^4$ K, and $P_s=5.0$ µC/cm² at 300 K. Replacing $4\pi$ by $1/\varepsilon_0$ for laboratory units gives $a_0=1.129\times10^{-3}$ (MV/cm)/(µC/cm²)/K. Equation (5) then fixes

$$b=\frac{a_0(450-300)}{5.0^2}=6.78\times10^{-3}\ \text{(MV/cm)/(µC/cm²)}^3 .$$

One MV/cm times one µC/cm² is one J/cm³, so (3) gives

$$\Delta c_E=\frac{450\,(1.129\times10^{-3})^2}{2\,(6.78\times10^{-3})}=0.042\ \text{J/(cm³ K)},$$

or 0.264 meV/(K nm³), the unit used below. The background $f_0$ is that of an Einstein solid with 60 atoms per nm³ and an Einstein temperature of 300 K. Its heat capacity at $T_0$ is 14.95 meV/(K nm³), so the jump is 1.8 % of the background.

Independently of the formulas, $f$ was minimized numerically at each temperature and differenced twice to obtain $c_E$; differencing at frozen $P$ gave $c_P$. In meV/(K nm³):

| $T$ (K) | $c_E$ | $c_P$ | $c_E-c_P$ |
|---|---|---|---|
| 300 | 14.4570 | 14.2808 | 0.1762 |
| 440 | 15.1825 | 14.9240 | 0.2585 |
| 449 | 15.2106 | 14.9468 | 0.2638 |
| 451 | 14.9517 | 14.9517 | 0.0000 |

Extrapolated to $T_0$ from both sides, the jump of $c_E$ is 0.2643 and that of $c_P$ is zero to four decimals. The small rise of $c_P$ between 449 and 451 K is the ordinary slope of the background.

At 440 K the mechanism can be followed in steps. There $P=1.291$ µC/cm² and $\chi=1/(2a_0\times10\ \text{K})=44.3$ (µC/cm²)/(MV/cm). Hence $(\partial P/\partial T)_E=-a_0P\chi=-0.06455$ µC/(cm² K). The heat $-Ta_0P(\partial P/\partial T)_E$ is 0.2585 meV/(K nm³), equal to the difference in the table.

A two-domain minimization at 440 K with $\bar P=0.645$ µC/cm² also gives an excess of 0.2585, as Proposition 2 requires. In a field of 0.001 MV/cm, the excess at $T_0$ is 0.667 of the jump, and (12) places the half-height point 1.06 K above $T_0$. The rounding is wider than this shift: in that field the excess, measured against $Ta_0^2/(2b)$, falls from 90 % to 10 % between 3.6 K below and 4.2 K above $T_0$. All these distances scale as $E^{2/3}$, so a half-height shift of 0.1 K needs a residual field of about $3\times10^{-5}$ MV/cm.

## Neglected effects and the real material

**Higher terms.** Suppose $\gamma P^2/b=0.10$ at $P=5$ µC/cm², with $b$ unchanged. This strength is an assumption. Solving $\gamma P^4+bP^2+a=0$ gives $b+2\gamma P^2=\sqrt{b^2-4a\gamma}$, which at 300 K equals $b\sqrt{1.4}$. By (10) the excess there falls by 15.5 %, from 0.176 to 0.149 meV/(K nm³). With $b$ unchanged the jump at $T_0$ stays at 0.264, but the polarization at 300 K drops to 4.79 µC/cm². If $b$ is instead refitted to keep 5.0 µC/cm² there, with the same ratio of 0.10, it falls by a factor of 1.1 and the jump rises by 10 %, to 0.291 meV/(K nm³). A jump estimated from the polarization far below $T_0$ therefore depends on the neglected higher terms.

**Curvature of the quadratic coefficient.** Suppose instead $\alpha''=-0.001\,a_0$ per kelvin, again an assumption. Equation (9) raises $c_P$ at 300 K by 0.028 meV/(K nm³), or 10.8 % of the jump at $T_0$. The numerical jump of $c_P$ at $T_0$ remains zero to four decimals.

**Fluctuations.** Above $T_0$, a polarization wave of wave vector $\mathbf q$ has stiffness

$$A=a_0(T-T_0)+gq^2+\frac{4\pi}{\varepsilon_b}\frac{q_z^2}{q^2}.$$

Here $g$ measures the cost of gradients, and the last term is the field energy of the bound charge, screened by a background permittivity $\varepsilon_b$. A Gaussian mode contributes $\tfrac12k_BT\ln A$ to the free energy, apart from terms independent of $A$. The heat capacity is $-T$ times the second temperature derivative of this free energy. Setting both this factor $T$ and the prefactor $k_BT$ to their values at $T_0$, which keeps the contribution most sensitive to small $A$, and using $\partial^2\ln A/\partial T^2=-a_0^2/A^2$, we obtain

$$c_{\rm fl}=\frac{k_BT_0^2a_0^2}{2}\int\frac{d^3q}{(2\pi)^3}\frac{1}{A^2}.$$

Assume $\varepsilon_b=20$ and $g=a_0T_0\xi_0^2$ with $\xi_0=0.5$ nm. Between 50 K and 1 K above $T_0$, $c_{\rm fl}$ then grows by 0.025 meV/(K nm³), about 9 % of the jump. Doubling the wave-vector cutoff from 3 to 6 nm⁻¹ changes this from 9.4 % to 9.5 %. These figures are for the most singular term alone. Keeping every term of the Gaussian heat capacity, with its full temperature dependence, gives a growth of 7.7 % and 9.0 % of the jump for the two cutoffs. The dropped terms thus amount to as much as about 2 % of the jump here, and they depend on the cutoff.

This growth belongs to $c_P$ as well as to $c_E$. Above $T_0$ the mean polarization is zero by symmetry at every temperature, so fixing the mean or fixing $E=0$ imposes the same condition. Fluctuations thus give the fixed-polarization heat capacity an anomaly that mean-field theory lacks. Below $T_0$ the first term of $A$ becomes $2a_0(T_0-T)$. For $c_E$ its temperature slope is doubled, so the singular term carries a factor of four and grows by about 37 % of the jump between 50 K and 1 K below $T_0$ (cutoff 3 nm⁻¹). For $c_P$ the slope stays $a_0$, and the term is about 2 % of the jump smaller than at the same distance above $T_0$. The Gaussian estimate also neglects the coupling between fluctuations through the quartic term. For the parameters above, the most singular lowest-order term of this coupling lowers the temperature slope of the stiffness at 1 K above $T_0$ by $0.44\,a_0$ and $0.50\,a_0$ for the two cutoffs, and it grows logarithmically closer to $T_0$. A regular, strongly cutoff-dependent term from the prefactor $k_BT$ offsets part of it, leaving $0.27\,a_0$ and $0.05\,a_0$. The fluctuation figures therefore indicate only the order of magnitude.

**The real case.** The transition temperature, polarization and Curie constant above are typical of lead germanate in order of magnitude; the computed step is a property of the model, not a measured value. A real crystal can violate the assumption of uniformity by forming domains. At $E=0$ this leaves the model's $c_E$ unchanged, apart from wall energy, since both orientations have the same energy. At fixed mean polarization $\bar P=0$, however, it changes the jump from zero to the full 0.264 meV/(K nm³). A determination of the continuous $c_P$ therefore requires a single-domain sample. One can measure $c_E$, $\chi$ and $(\partial P/\partial T)_E$ on it at the same stress and subtract $T(\partial P/\partial T)_E^2/\chi$, which equals (4) because $(\partial P/\partial T)_E=-\chi f_{PT}$. Here $\chi$ is the isothermal susceptibility without domain-wall motion; an adiabatic measurement gives a value smaller by the factor $c_P/c_E$, 1.7 % at 440 K. The $c_P$ so obtained still contains the fluctuation anomaly. The numerical output lists the remaining temperatures and fields.

## Computed results

```
Transition temperature T0: 450 K; Curie constant: 10000 K
Spontaneous P at 300 K (input): 5.0 uC/cm2
Background: 60 atoms/nm3, Einstein temp. 300 K
a0: 1.1294e-03 (MV/cm)/(uC/cm2)/K
b: 6.7765e-03 (MV/cm)/(uC/cm2)^3
Jump from formula: 0.2643 meV/(K nm3)
Jump from formula, converted: 0.0424 J/(cm3 K)
Jump of c_E by minimization: 0.2643 meV/(K nm3)
Jump of c_P by differences: 0.0000 meV/(K nm3) (magnitude)
Background heat capacity at T0: 14.9493 meV/(K nm3)
Jump / background at T0: 1.77 %
Table: T (K), P (uC/cm2), c_E, c_P, c_E-c_P (meV/(K nm3))
  300  5.000  14.4570  14.2808  0.1762
  400  2.887  15.0391  14.8041  0.2350
  440  1.291  15.1825  14.9240  0.2585
  449  0.408  15.2106  14.9468  0.2638
  451  0.000  14.9517  14.9517  0.0000
  460  0.000  14.9729  14.9729  0.0000
At 440 K: dP/dT = -0.06455 uC/(cm2 K)
At 440 K: chi = 44.271 (uC/cm2)/(MV/cm)
At 440 K: -T a0 P dP/dT = 0.2585 meV/(K nm3)
General identity, 430 K, 0.010 MV/cm, both extra terms:
  direct 0.2340, formula 0.2340 meV/(K nm3)
Domains, mean P 0.645 uC/cm2, 440 K:
  excess heat capacity 0.2585 meV/(K nm3)
Excess/jump at T0 in 0.001 MV/cm: 0.6667
Excess/jump at T0 in 0.010 MV/cm: 0.6667
Half-height shift in 0.001 MV/cm: 1.056 K
Excess/(T a0^2/2b) at that temperature: 0.5000
Assumed curvature a2/a0: -0.0010 1/K
  c_P shift at 300 K: 0.0284 meV/(K nm3)
  c_P shift / jump: 10.8 %
  c_P jump at T0: 0.0000 meV/(K nm3) (magnitude)
Assumed sextic ratio c6 P^2/b at 5 uC/cm2: 0.10
  excess at 300 K without, with: 0.1762, 0.1489 meV/(K nm3)
  change of excess: -15.5 %
  c_E jump at T0 with sextic: 0.2643 meV/(K nm3)
Fluctuations: assumed length 0.5 nm, permittivity 20
  growth from T0+50 K to T0+1 K, cutoff 3/nm: 0.0249 meV/(K nm3), 9.4 % of jump
  growth from T0+50 K to T0+1 K, cutoff 6/nm: 0.0251 meV/(K nm3), 9.5 % of jump
```
